# Sulfur chemical potential of an equilibrium S2–S8 vapour

## What a one-molecule reference gets wrong

A sulfur vacancy in a film annealed under sulfur vapour has a formation energy that contains the sulfur chemical potential $\mu$. If the vapour is replaced by a single kind of molecule, $\mu$ is too high. In the model vapour treated below, at 10 Torr and 638 K, a pure S$_2$ gas gives $-0.327$ eV and a pure S$_8$ gas gives $-0.370$ eV, while the equilibrium mixture has $-0.384$ eV. The S$_2$ choice is 0.057 eV too high. With $kT=0.0549$ eV, this lowers the predicted concentration of dilute neutral vacancies by a factor $e^{0.057/0.0549}\approx 2.8$.

The lower of the two values is still too high, mainly because S$_3$ to S$_7$ are present as well. The task is to find $\mu(T,P)$ for the whole mixture, with an error bound that holds through the change from large rings to S$_2$.

## The equation to be solved

Let $N_n$ be the number of S$_n$ molecules, $n=2,\dots,8$, with $N=\sum_n N_n$, mole fractions $x_n=N_n/N$ and partial pressures $p_n=x_nP$. The gas is ideal and the molecules interconvert freely. If an inert carrier gas is present, $P$ means the summed pressure of the sulfur species. With $P_0=1$ bar and $g_n(T)$ the Gibbs energy per molecule at $P_0$,

$$G=\sum_n N_n\left[g_n+kT\ln\frac{N_nP}{NP_0}\right],\qquad \sum_n nN_n=A .$$

Differentiating the logarithms gives $kT(1-\sum_m N_m/N)=0$, so $\partial G/\partial N_n=g_n+kT\ln(p_n/P_0)$. With a Lagrange multiplier $\mu$ for the atom number $A$, the stationary point obeys

$$g_n+kT\ln(p_n/P_0)=n\mu . \tag{1}$$

It is a minimum. The second variation is $kT[\sum_n(\delta N_n)^2/N_n-(\sum_n\delta N_n)^2/N]$, which is non-negative by the Cauchy–Schwarz inequality. It vanishes only for $\delta N_n\propto N_n$, which the fixed atom number forbids. Inserting (1) into $G$ gives $G=\mu A$: the multiplier is the Gibbs energy per atom.

Solving (1) for $p_n$, summing to $P$ and writing $u=\mu/kT$, we obtain one equation for one unknown:

$$F(u)=\ln\sum_n e^{t_n}=0,\qquad t_n=nu-\frac{g_n}{kT}-\ln\frac{P}{P_0}. \tag{2}$$

At the root, $e^{t_n}=x_n$.

## The standard Gibbs energies

For $N_n$ independent identical molecules the partition function is $Q_n^{N_n}/N_n!$, so the chemical potential per molecule is $-kT\ln(Q_n/N_n)$. Here $Q_n=V(2\pi m_nkT/h^2)^{3/2}q_{\rm int}e^{-e_n/kT}$ and $V/N_n=kT/p_n$. Comparison with (1) gives

$$g_n=e_n-kT\ln\left[\left(\frac{2\pi m_nkT}{h^2}\right)^{3/2}\frac{kT}{P_0}\,q_{\rm rot}q_{\rm vib}q_{\rm el}\right].$$

The energy $e_n$ is that of the ground level, zero-point energy included, relative to $n/8$ of an S$_8$ molecule. Thus $e_8=0$, and the zero of $\mu$ is one eighth of the S$_8$ ground-level energy.

Let $\Theta_i=\hbar^2/(2I_ik)$ for a moment of inertia $I_i$. Classical rotation of a nonlinear molecule has an orientation volume $8\pi^2$ and three Gaussian momentum integrals $(2\pi I_ikT)^{1/2}=\hbar(\pi T/\Theta_i)^{1/2}$. Division by $h^3=8\pi^3\hbar^3$ and by the symmetry number $\sigma$ gives

$$q_{\rm rot}=\frac{\sqrt\pi}{\sigma}\left(\frac{T^3}{\Theta_a\Theta_b\Theta_c}\right)^{1/2}.$$

For S$_2$ the orientation volume is $4\pi$ and there are two momentum integrals. Division by $h^2$ gives $q_{\rm rot}=T/(\sigma\Theta)$. A harmonic mode of temperature $\theta$ contributes $\sum_v e^{-v\theta/T}=(1-e^{-\theta/T})^{-1}$. The factor $q_{\rm el}$ is 3 for the triplet S$_2$ and 1 for the others.

The enthalpy follows from $h_n=-T^2\,d(g_n/T)/dT$:

$$h_n=e_n+kT\left[\frac52+r_n+\sum_j\frac{\theta_j/T}{e^{\theta_j/T}-1}\right],$$

with $r_2=1$ and $r_n=3/2$ otherwise.

## One root, and a bracket for it

Differentiation of (2), with weights $w_n=e^{t_n}/\sum_m e^{t_m}$, gives

$$F'=\sum_n nw_n=\bar n,\qquad F''=\sum_n n^2w_n-\bar n^2 .$$

The mean lies between 2 and 8. The variance is no larger than the mean square distance from 5, so $0\le F''\le 9$. Hence $F$ rises with slope at least 2 and has exactly one root $u_*$.

A gas of S$_n$ alone would have $u_n=[g_n/kT+\ln(P/P_0)]/n$. Since $t_n=n(u-u_n)$ and $t_n=\ln x_n\le0$ at the root,

$$\mu=kTu_n+\frac{kT}{n}\ln x_n . \tag{3}$$

Every one-molecule value is therefore an upper bound. Let $u_{\rm up}=\min_n u_n$. There all seven terms satisfy $e^{t_n}\le1$, and one equals 1, so $0\le F(u_{\rm up})\le\ln7$. Because the slope is at least 2,

$$0\le u_{\rm up}-u_*\le\tfrac12\ln7\approx0.973 .$$

## Newton iteration and its error

1. Compute all $g_n$ and start at $u_0=u_{\rm up}$.
2. Evaluate $F$ as $t_{\max}+\ln\sum_n e^{t_n-t_{\max}}$, which prevents overflow, and form $\bar n$ from the weights.
3. Stop if $|F|$ is below the chosen tolerance; otherwise set $u_{k+1}=u_k-F(u_k)/\bar n(u_k)$ and return to step 2.
4. Return $\mu=kTu$ and the fractions $x_n=w_n$.

Let $\epsilon_k=u_k-u_*$. Taylor expansion about $u_k$ gives $0=F(u_k)-F'(u_k)\epsilon_k+\frac12F''(\xi)\epsilon_k^2$ for some $\xi$ between $u_k$ and $u_*$. Therefore

$$\epsilon_{k+1}=\epsilon_k-\frac{F(u_k)}{F'(u_k)}=\frac{F''(\xi)}{2F'(u_k)}\,\epsilon_k^2,\qquad 0\le\epsilon_{k+1}\le\tfrac94\epsilon_k^2 . \tag{4}$$

Every iterate after the first lies at or above the root. For $\epsilon_k\ge0$ we also have $F(u_k)\ge2\epsilon_k$ and $F'(u_k)\le8$, hence

$$\epsilon_{k+1}\le\tfrac34\epsilon_k . \tag{5}$$

Bound (5) guarantees progress far from the root, and (4) takes over below $\epsilon=1/3$. From 0.973, four steps of (5) give 0.308, and six steps of (4) then give $3\times10^{-11}$. Ten steps thus suffice for $\epsilon<10^{-10}$ at any temperature and pressure, apart from rounding. A start below the root also converges: its first step has length at most $4|\epsilon_0|$, so it lands no more than $3|\epsilon_0|$ above the root.

The residual supplies the stopping bound. Since $|F|\ge2|\epsilon|$,

$$|\delta\mu|\le\tfrac12kT|F| .$$

The bracket for the root and the bounds (4) and (5) were tested on 300 random gases with $g_n/kT$ between $-40$ and 40 and $\ln(P/P_0)$ between $-15$ and 5, including starts up to 60 units from the root. All held, with an allowance of $10^{-10}$ for rounding.

## How input errors reach the answer

Vary (2) at its root. A change $dg_n$ at fixed $T$ and $P$ gives $\bar n\,du-x_n\,dg_n/kT=0$; a change of pressure gives $\bar n\,du=d\ln P$. Hence

$$\frac{\partial\mu}{\partial g_n}=\frac{x_n}{\bar n},\qquad \left(\frac{\partial\mu}{\partial\ln P}\right)_T=\frac{kT}{\bar n}.$$

If every $g_n$ is wrong by at most $\delta$, then $\mu$ is wrong by at most $\delta/2$.

For the temperature, $d(g_n/kT)/dT=-h_n/kT^2$. With the enthalpy per atom $h_{\rm at}=\sum_n x_nh_n/\bar n$, this gives $du/dT=-h_{\rm at}/kT^2$ and

$$\left(\frac{\partial\mu}{\partial T}\right)_P=ku+kT\frac{du}{dT}=\frac{\mu-h_{\rm at}}{T},$$

which is minus the entropy per atom.

## Where the crossover lies

Define the crossover by $p_2=p_8$. This does not require either molecule to be the most abundant. From (1),

$$\ln\frac{p_2}{p_8}=-6u-\frac{g_2-g_8}{kT},\qquad \frac{d}{dT}\ln\frac{p_2}{p_8}=\frac{6h_{\rm at}+h_2-h_8}{kT^2}\quad(P\ \text{fixed}).$$

Suppose S$_8$ has the lowest enthalpy per atom. Then $h_{\rm at}$, an atom-weighted mean of the $h_n/n$, is at least $h_8/8$. The numerator is at least $h_2-h_8/4=2(h_2/2-h_8/8)>0$, so there can be only one crossover. For the parameters below, the condition held at every 10 K from 300 to 1500 K.

At the crossover let $x_2=x_8=x$. Four times (1) for $n=2$ minus (1) for $n=8$ gives

$$4g_2-g_8+3kT\ln(xP/P_0)=0 . \tag{6}$$

Without intermediates $x=1/2$. Intermediates reduce $x$ and act like a lower pressure.

## Example: 10 Torr of sulfur

The parameters are round and of roughly the size typical for sulfur molecules.

| $n$ | $e_n$ (eV) | stiff, soft modes (cm$^{-1}$) | $\sigma$ |
|---|---|---|---|
| 2 | 1.05 | 720, – | 2 |
| 3 | 1.05 | 600, 280 | 2 |
| 4 | 1.00 | 550, 190 | 2 |
| 5 | 0.70 | 450, 200 | 1 |
| 6 | 0.27 | 450, 220 | 6 |
| 7 | 0.25 | 450, 180 | 1 |
| 8 | 0 | 450, 170 | 8 |

S$_2$ has one stiff mode. The chains S$_3$ and S$_4$ have $n-1$ stiff and $2n-5$ soft modes; rings have $n$ and $2n-6$. The S$_2$ bond is 1.90 Å. S$_3$ is bent and S$_4$ planar cis, with bonds of 1.95 Å and angles of 110°.

Rings have bonds $d=2.05$ Å and angles $\alpha=105°$. Their radius $R$ and puckering height $\eta$ follow from $R\sin(2\pi/n)=d\sin(\alpha/2)$ and $d^2=4R^2\sin^2(\pi/n)+4\eta^2$. For atoms of mass $m$ the moments are $nmR^2$ about the axis and $nm(R^2/2+\eta^2)$ across it. For odd rings, which cannot alternate up and down, $\eta$ is an effective rms height.

At 700 K, $kT=0.060321$ eV. For S$_2$ the translational, rotational, vibrational and spin logarithms give

$$g_2=1.05-0.060321\,(18.967+6.728+0.258+1.099)=-0.582\ \text{eV}.$$

For S$_8$, $g_8=-0.060321\,(21.047+13.762+16.252)=-3.080$ eV. With $\ln(P/P_0)=-4.3176$, the lowest one-molecule value is that of S$_6$:

$$kTu_{\rm up}=\frac{-2.3067-0.2604}{6}=-0.4278\ \text{eV}.$$

There the terms $e^{t_n}$ for $n=2$ to 8 are 0.80, 0.21, 0.04, 0.26, 1, 0.70 and 0.26. Their sum is 3.27, so $F=1.18$, and their mean size is 5.09. The first step is $0.0603\times1.18/5.09=0.0140$ eV and leads to $-0.4419$ eV. The next iterates are $-0.443715$ and $-0.443747$ eV.

At the second iterate $F=2.05\times10^{-3}$, so the error bound is $6.2\times10^{-5}$ eV; the actual error is $3.2\times10^{-5}$ eV. The final composition has variance 4.35 and $\bar n=3.89$, so (4) predicts $\epsilon_{k+1}/\epsilon_k^2\to4.35/(2\times3.89)=0.56$. The first two iterates after the start give 0.55.

The results at fixed pressure are:

| $T$ (K) | $\mu$ (eV) | $\bar n$ | $x_2,\ x_6,\ x_8$ (%) |
|---|---|---|---|
| 550 | −0.311 | 6.85 | 1, 39, 31 |
| 600 | −0.352 | 6.43 | 4, 42, 20 |
| 650 | −0.395 | 5.55 | 17, 38, 10 |
| 700 | −0.444 | 3.89 | 47, 21, 3 |
| 800 | −0.578 | 2.14 | 90, 0.4, 0.01 |
| 1000 | −0.889 | 2.02 | 98, 0, 0 |

Direct minimisation of $G$ at 600, 638 and 900 K reproduced $\mu/kT$ within $10^{-5}$ and all mole fractions within $10^{-3}$.

## Reading the crossover

The crossover is at 638 K, with $\mu=-0.384$ eV, or $-37.0$ kJ per mole of atoms. S$_2$ and S$_8$ each make up only 12.6 % of the molecules there; S$_6$ leads with 40 %. In this model S$_8$ falls below half of the molecules already at 486 K, and S$_2$ reaches half at 704 K. The change is broad and passes through S$_6$ and S$_7$.

Equation (3) explains the opening numbers. With $\ln0.126=-2.07$, the correction to the S$_8$ value is $(54.9/8)(-2.07)=-14$ meV, and to the S$_2$ value $(54.9/2)(-2.07)=-57$ meV. At equal mole fractions S$_8$ is the better reference of the two, because its logarithm is divided by 8 instead of 2. In hot gas, as long as S$_2$ itself does not break into atoms, $x_2$ comes close to 1 and the S$_2$ formula becomes accurate: at 1000 K its correction is only $(86.2/2)\ln0.979\approx-0.9$ meV.

If S$_3$ to S$_7$ are removed, the crossover moves up by 37 K. Equation (6) accounts for this. The derivative of $(4g_2-g_8)/kT$ is $-(4h_2-h_8)/kT^2$, so a change in $\ln x$ shifts $T$ by about $3kT^2\Delta\ln x/(4h_2-h_8)$. With $4h_2-h_8\approx4e_2=4.2$ eV, $T\approx656$ K and $\Delta\ln x=\ln(0.5/0.126)=1.38$, the estimate is 37 K. Lower pressure acts as the intermediates do and moves the crossover down: the full model puts the crossover at 584 K for 1 Torr and 538 K for 0.1 Torr.

The slope $\partial\mu/\partial T$ is $-0.88$ meV/K at the crossover and averages $-1.57$ meV/K between 900 and 1000 K, since small molecules carry more entropy per atom. The pressure response at the crossover is $54.9/5.84=9.4$ meV per unit of $\ln P$, and it is close to $kT/2$ where S$_2$ dominates. At 10 Torr, S atoms, which the model omits, reach a few per cent near 2000 K; at higher temperatures they must be included.

## The sulfur-rich limit and a real furnace

In a supercell calculation the atomic reference is

$$\mu_{\rm S}^{\rm abs}=\tfrac18E_0({\rm S}_8)+\mu(T,P),$$

where $E_0$ includes zero-point energy. A neutral vacancy has formation energy $E_{\rm vac}-E_{\rm perfect}+\mu_{\rm S}^{\rm abs}$. Heating from 550 to 1000 K at 10 Torr lowers it by 0.58 eV through the gas term alone; vibrations of the crystal are a separate contribution.

The vapour value is a stable limit only while sulfur does not condense. Below the dew point, condensed sulfur has the lower chemical potential and sets the limit. Taking a rough boiling point of 720 K at 760 Torr and a constant heat of 0.70 eV per vapour molecule, the Clausius–Clapeyron relation gives

$$\frac1{T_{\rm dew}}=\frac1{720\ \text{K}}+\frac{k\ln76}{0.70\ \text{eV}},\qquad T_{\rm dew}\approx520\ \text{K}.$$

In this model the range with an S$_8$ majority, below 486 K, therefore belongs to supersaturated vapour at this pressure. That conclusion does not carry over to real sulfur. The model's S$_8$ entropy at 298 K, 423 J/(mol K), lies 7 to 10 J/(mol K) below standard tabulated values. With tabulated 298 K enthalpies and entropies and the model's heat capacities, S$_8$ makes up roughly 60 to 70 % of the vapour at 520 K and keeps its majority up to about 550 to 580 K. The crossover then lies near 665 K, while $\mu$ at 550, 638, 700 and 1000 K changes by only about 6 meV or less.

The derivation assumes internal equilibrium of the vapour. In a furnace this can fail: sulfur evaporated from a cooler source may reach the film before its rings have broken up. As an extreme case, let 10 Torr of unreacted S$_8$ at 700 K exchange atoms with the film. Its value is $(-3.080-0.260)/8=-0.418$ eV, 26 meV above equilibrium.

Among the parameter changes tried, the largest shift of $\mu$ and the largest shift of the crossover both come from the molecular energies. An increase of $e_2$ by 0.05 eV changes $\mu$ at 638 K by only 0.7 meV but moves the crossover by 25 K. In hot gas it costs more: at 1000 K the sensitivity $x_2/\bar n$ gives 24 meV. Raising $e_6$ and $e_7$ together by 0.05 eV changes $\mu$ at 638 K by 4.8 meV and the crossover by 13 K. It also reduces $x_6/x_8$ from 3.2 to about 1.1, so the lead of S$_6$ over S$_8$ is not a secure prediction for real vapour. Stiffening the soft modes of S$_8$ by 10 % moves the crossover by $-17$ K, and doubling the statistical weight of S$_7$ moves it by $-6$ K.

Three omitted effects are far smaller; larger rings, further isomers and anharmonic vibrations were not estimated. Rough estimates give an S-atom fraction of $6\times10^{-8}$ at 1000 K, a shift of $-0.03$ meV from the excited singlet of S$_2$ at that temperature, and about 0.003 meV from non-ideality at the crossover. For the individual parameter changes in the preceding paragraph, $\mu$ at 638 K moves by at most 5 meV, although the crossover moves by up to 25 K. These are sample shifts, not error bars: lowering all of $e_2$ to $e_7$ together by 0.05 eV moves $\mu$ by $-8$ meV and the crossover by $-44$ K. In hot gas the accuracy of $\mu$ depends mainly on the energy of S$_2$ relative to S$_8$. The numerical output lists the full composition and the individual shifts.

## Values computed for the example and the checks

```
Total pressure: 10.0 Torr = 1333.2 Pa; P0 = 100000 Pa
Energies e2..e8 (eV): 1.05 1.05 1.00 0.70 0.27 0.25 0.00
Stiff modes S2..S8 (cm^-1): 720 600 550 450 450 450 450
Soft modes S3..S8 (cm^-1): 280 190 200 220 180 170
Number of stiff modes S2..S8: 1 2 3 5 6 7 8
Number of soft modes S2..S8: 0 1 3 4 6 8 10
Symmetry numbers S2..S8: 2 2 2 1 6 1 8
Bonds S2, chain, ring (angstrom): 1.9 1.95 2.05
Angles chain, ring (degree): 110.0 105.0
Atomic mass: 32.06 u
ln q trans, rot, vib of S2 at 700 K: 18.967 6.728 0.258
ln q trans, rot, vib of S8 at 700 K: 21.047 13.762 16.252
g2..g8 at 700 K (eV): -0.5818 -0.9303 -1.2603 -1.7968 -2.3067 -2.7127 -3.0800
kT at 700 K: 0.060321 eV; ln(P/P0): -4.3176
Newton 0 at 700 K: mu = -0.42784943 eV, F = 1.18e+00
Newton 1 at 700 K: mu = -0.44188109 eV, F = 1.23e-01
Newton 2 at 700 K: mu = -0.44371522 eV, F = 2.05e-03
Newton 3 at 700 K: mu = -0.44374696 eV, F = 6.03e-07
Newton 4 at 700 K: mu = -0.44374697 eV, F = 5.26e-14
Table at 10 Torr: T (K), mu (eV), nbar, x2..x8 (%)
  550 -0.3112 6.846 | 0.78 0.23 0.06 1.37 38.66 27.90 31.00
  600 -0.3516 6.434 | 4.33 1.19 0.25 3.40 42.36 28.72 19.75
  650 -0.3947 5.551 | 17.19 4.23 0.79 6.23 37.64 23.48 10.44
  700 -0.4437 3.893 | 47.22 9.74 1.48 6.88 20.57 11.01 3.10
  750 -0.5054 2.487 | 78.32 11.54 1.22 3.00 4.07 1.59 0.25
  800 -0.5782 2.138 | 89.78 8.46 0.56 0.68 0.40 0.10 0.01
  900 -0.7319 2.043 | 95.87 3.97 0.11 0.04 0.01 0.00 0.00
 1000 -0.8891 2.021 | 97.90 2.07 0.03 0.00 0.00 0.00 0.00
Crossover p2 = p8: T = 637.6 K, mu = -0.3837 eV = -37.02 kJ/mol
At crossover: nbar = 5.839, x2..x8 (%) = 12.61 3.20 0.62 5.55 39.90 25.50 12.61
Leading molecule at crossover: S6
S8 falls to 50 % at 486.3 K; S2 reaches 50 % at 703.8 K
Pure S2, S8 branches at crossover (eV): -0.3268 -0.3695
dmu/dT at crossover: -0.8805 meV/K
dmu/dlnP at crossover: 9.411 meV
Crossover at 0.1 Torr: 537.8 K, mu = -0.3345 eV
Crossover at 1.0 Torr: 583.6 K, mu = -0.3565 eV
Changes: mu shift at the 10 Torr crossover T, and crossover shift
  S2 and S8 only: +12.69 meV, +37.13 K
  e2 + 0.05 eV: +0.70 meV, +25.16 K
  e6 and e7 + 0.05 eV: +4.79 meV, +12.57 K
  S8 soft modes + 10 %: +0.68 meV, -17.00 K
  S7 weight doubled: -2.07 meV, -5.70 K
Rough S2 bond 4.4 eV: S atom fraction at 1000 K 6.1e-08
Rough S2 singlet at 0.6 eV: mu shift at 1000 K -0.026 meV
Rough virial size 2.0 nm^3: mu shift at crossover about 2.9e-03 meV
Rough boiling point 720 K at 1 atm, heat 0.70 eV: dew point 520 K
```
